# Choosing strain and area limits for monolayer–oxide coincidence cells: verification in Python

```python
"""Complete search for coincidence cells of a monolayer on an oxide surface.

Result under test: every proper linear map G with
    N_film A_film G = N_oxide A_oxide      (basis vectors are rows)
and principal strains |sigma_i(G) - 1| <= tol is found by listing one integer
matrix per superlattice, reducing both cells, and comparing the film cell with
a short list of unimodular transforms U of the reduced oxide cell.
n_f, n_s : superlattice indices of film and oxide (cell area / primitive area)
e1 <= e2 : principal strains of the film, the oxide being rigid
twist    : rotation part of G, folded by the symmetry of the two lattices
"""
from collections import namedtuple
from functools import lru_cache
from itertools import combinations, product
from math import atan2, ceil, degrees, floor, gcd, radians, sin, cos, sqrt
import numpy as np
from scipy.constants import e as charge
from scipy.linalg import polar
from scipy.optimize import minimize_scalar

Match = namedtuple("Match", "n_f n_s e1 e2 G film_hnf film_cell oxide_cell pair plain")


def superlattices(n):
    """One integer matrix for each superlattice of index n."""
    return [np.array([[n // m, j], [0, m]])
            for m in range(1, n + 1) if n % m == 0 for j in range(m)]


def reduce_cell(cell, lattice):
    """Right-handed Gauss reduction, with ties settled towards acute angles."""
    N = cell.copy()
    while True:
        u, v = N @ lattice
        N[1] -= int(np.rint(u @ v / (u @ u))) * N[0]
        v = N[1] @ lattice
        if v @ v < (u @ u) * (1 - 1e-10):
            N = np.array([N[1], -N[0]])
        else:
            break
    u, v = N @ lattice
    if abs(2 * (u @ v) + u @ u) < 1e-9 * (u @ u):
        N[1] += N[0]
    u, v = N @ lattice
    if abs(u @ u - v @ v) < 1e-9 * (u @ u) and u @ v < -1e-12 * (u @ u):
        N = np.array([N[1], -N[0]])
    return N


@lru_cache(maxsize=None)
def unimodular(m_max):
    """All U of determinant +1 allowed by the length bounds."""
    return np.array([[[p, q], [m, n]]
                     for p, q, n in product((-1, 0, 1), repeat=3)
                     for m in range(-m_max, m_max + 1) if p * n - q * m == 1])


def stretches(G):
    """Smaller and larger singular value of 2x2 maps with positive determinant."""
    det = G[..., 0, 0] * G[..., 1, 1] - G[..., 0, 1] * G[..., 1, 0]
    total = (G ** 2).sum(axis=(-1, -2))
    plus = np.sqrt(total + 2 * det)
    minus = np.sqrt(np.maximum(total - 2 * det, 0))
    return (plus - minus) / 2, (plus + minus) / 2


def search(film, oxide, tol, n_oxide_max):
    ratio = np.linalg.det(oxide) / np.linalg.det(film)
    kappa2 = ((1 + tol) / (1 - tol)) ** 2
    assert kappa2 < 3
    film_cells, found = {}, []
    for n_s in range(1, n_oxide_max + 1):
        low = max(1, ceil(n_s * ratio / (1 + tol) ** 2))
        high = floor(n_s * ratio / (1 - tol) ** 2)
        for n_f in range(low, high + 1):
            if n_f not in film_cells:
                H = superlattices(n_f)
                R = np.array([reduce_cell(h, film) for h in H])
                film_cells[n_f] = (H, R, np.linalg.inv(R @ film))
        for index, h in enumerate(superlattices(n_s)):
            N = reduce_cell(h, oxide)
            s1, s2 = N @ oxide
            aspect = (s2 @ s2) / (s1 @ s1)
            m_max = int((1 + sqrt(1 + 4 * (kappa2 - 1) * aspect)) / 2 + 1e-9)
            U = unimodular(max(1, m_max))
            T = U @ N
            for n_f in range(low, high + 1):
                H, R, P_inverse = film_cells[n_f]
                G = P_inverse[:, None] @ (T @ oxide)[None]
                small, large = stretches(G)
                good = (small >= 1 - tol) & (large <= 1 + tol)
                for k, t in np.argwhere(good):
                    plain = abs(U[t][0, 0] + U[t][1, 1]) == 2 and not (
                        U[t][0, 1] or U[t][1, 0])
                    found.append(Match(n_f, n_s, small[k, t] - 1, large[k, t] - 1,
                                       G[k, t], H[k], R[k], T[t],
                                       (n_f, int(k), n_s, index), plain))
    return found


def is_primitive(match):
    joint = np.hstack([match.film_cell, match.oxide_cell]).tolist()
    common = 0
    for i, j in combinations(range(4), 2):
        common = gcd(common, joint[0][i] * joint[1][j] - joint[0][j] * joint[1][i])
    return common == 1


def worst(match):
    return max(abs(match.e1), abs(match.e2))


def ranked_front(matches):
    """Cells not beaten in strain by any cell of smaller or equal area."""
    def key(m):
        size = int(np.abs(m.film_cell).sum() + np.abs(m.oxide_cell).sum())
        return (m.n_s, round(worst(m), 7), size,
                m.film_cell.tolist(), m.oxide_cell.tolist())
    front, best = [], np.inf
    for m in sorted(matches, key=key):
        if worst(m) < best - 1e-6:
            front.append(m)
            best = worst(m)
    return front


def rotation(G):
    return degrees(atan2(G[0, 1] - G[1, 0], G[0, 0] + G[1, 1]))


def folded_twist(G, period):
    angle = rotation(G) % period
    return min(angle, period - angle)


def elastic_energy(e1, e2, Y, nu):
    return Y * (e1 ** 2 + e2 ** 2 + 2 * nu * e1 * e2) / (2 * (1 - nu ** 2))


def hexagonal(a):
    return a * np.array([[1, 0], [0.5, sqrt(3) / 2]])


# ---- test: integer matrices against explicit subgroups of the n x n torus ----
for n in range(1, 7):
    points = list(product(range(n), repeat=2))

    def generated(g, h):
        return frozenset(((a * g[0] + b * h[0]) % n, (a * g[1] + b * h[1]) % n)
                         for a in range(n) for b in range(n))
    subgroups = {s for s in (generated(g, h) for g in points for h in points)
                 if len(s) == n}
    listed = [generated(*H.tolist()) for H in superlattices(n)]
    assert len(listed) == len(set(listed)) and set(listed) == subgroups
    assert len(listed) == sum(d for d in range(1, n + 1) if n % d == 0)

# ---- test: reduced vectors are the shortest independent lattice vectors ----
for lattice in (hexagonal(1.0), np.array([[1.0, 0], [0.37, 1.13]])):
    for n in range(1, 10):
        span = np.arange(-3 * n, 3 * n + 1)
        coefficients = np.array(np.meshgrid(span, span)).reshape(2, -1).T
        for H in superlattices(n):
            vectors = coefficients @ H @ lattice
            length = np.hypot(*vectors.T)
            length[length < 1e-9] = np.inf
            first = vectors[np.argmin(length)]
            cross = first[0] * vectors[:, 1] - first[1] * vectors[:, 0]
            second = length[np.abs(cross) > 1e-8].min()
            reduced = np.linalg.norm(reduce_cell(H, lattice) @ lattice, axis=1)
            assert np.allclose(reduced, [length.min(), second], atol=1e-9)


# ---- test: full search against enumeration of oxide vector pairs ----
def direct_search(film, oxide, tol, n_oxide_max):
    """No reduction and no unimodular list: try all oxide vectors of right length."""
    ratio = np.linalg.det(oxide) / np.linalg.det(film)
    found = {}
    for n_f in range(1, floor(n_oxide_max * ratio / (1 - tol) ** 2) + 1):
        for H in superlattices(n_f):
            P = H @ film
            lengths = np.linalg.norm(P, axis=1)
            reach = ceil((1 + tol) * lengths.max()
                         * np.linalg.norm(np.linalg.inv(oxide), 2))
            span = np.arange(-reach, reach + 1)
            grid = np.array(np.meshgrid(span, span)).reshape(2, -1).T
            size = np.linalg.norm(grid @ oxide, axis=1)
            c1, c2 = (grid[np.abs(size / L - 1) <= tol + 1e-9] for L in lengths)
            if not len(c1) or not len(c2):
                continue
            T = np.stack([np.repeat(c1, len(c2), axis=0),
                          np.tile(c2, (len(c1), 1))], axis=1)
            index = T[:, 0, 0] * T[:, 1, 1] - T[:, 0, 1] * T[:, 1, 0]
            T = T[(index > 0) & (index <= n_oxide_max)]
            if not len(T):
                continue
            sigma = np.linalg.svd(np.linalg.inv(P) @ (T @ oxide), compute_uv=False)
            for t, s in zip(T, sigma):
                if np.abs(s - 1).max() <= tol:
                    found[tuple(H.ravel().tolist() + t.ravel().tolist())] = s - 1
    return found


a_film, a_hex_oxide, a_square_oxide = 0.316, 0.476, 0.390      # nm, rough typical
film = hexagonal(a_film)
oxides = {"hexagonal oxide": (hexagonal(a_hex_oxide), 60.0),
          "square oxide": (a_square_oxide * np.eye(2), 30.0)}
checked = 0
for film_t, oxide_t, tol_t, n_t in (
        (np.array([[1, 0], [0.37, 1.13]]), np.array([[1.31, 0], [-0.42, 1.52]]), 0.08, 4),
        (np.array([[1, 0], [0.30, 1.10]]), np.array([[0.95, 0], [0.30, 8.00]]), 0.08, 1),
        (film, oxides["square oxide"][0], 0.05, 4)):
    expected = direct_search(film_t, oxide_t, tol_t, n_t)
    obtained = {}
    for m in search(film_t, oxide_t, tol_t, n_t):
        T = np.rint(m.film_hnf @ np.linalg.inv(m.film_cell) @ m.oxide_cell).astype(int)
        obtained[tuple(m.film_hnf.ravel().tolist() + T.ravel().tolist())] = (m.e2, m.e1)
        # primitivity: count film points of one n_f x n_f block that land on oxide points
        Q = np.linalg.inv(m.film_cell) @ m.oxide_cell
        block = np.array(list(product(range(m.n_f), repeat=2)))
        image = block @ Q
        hits = int((np.abs(image - np.rint(image)).max(axis=1) < 1e-7).sum())
        assert is_primitive(m) == (hits * m.n_f == m.n_f ** 2)
        # strains from Gram matrices, twist from polar decomposition
        P, S = m.film_cell @ film_t, m.oxide_cell @ oxide_t
        squares = np.sort(np.linalg.eigvals(np.linalg.inv(P @ P.T) @ (S @ S.T)).real)
        assert np.allclose(np.sqrt(squares) - 1, [m.e1, m.e2], atol=1e-6)
        turn = polar(m.G, side="left")[0]
        delta = rotation(m.G) - degrees(atan2(turn[0, 1], turn[0, 0]))
        assert abs((delta + 180) % 360 - 180) < 1e-6
    assert len(expected) > 0 and set(expected) == set(obtained)
    assert all(np.allclose(expected[k], obtained[k], atol=1e-6) for k in expected)
    checked += len(expected)

# ---- test: constructed pair on which comparing single reduced bases fails ----
film_b = np.array([[1, 0], [0.49, 1.2]])
oxide_b = np.array([[1, 0], [0.51, 1.2]])
true_strain = min(worst(m) for m in search(film_b, oxide_b, 0.03, 1))
unit = np.eye(2, dtype=int)
P_b, S_b = reduce_cell(unit, film_b) @ film_b, reduce_cell(unit, oxide_b) @ oxide_b
single_strain = np.abs(np.linalg.svd(np.linalg.inv(P_b) @ S_b, compute_uv=False) - 1).max()
gram = np.linalg.inv(np.abs(P_b @ P_b.T)) @ np.abs(S_b @ S_b.T)
mirror_strain = np.abs(np.sqrt(np.linalg.eigvals(gram).real) - 1).max()
shear = 0.02 / 1.2
assert abs(true_strain - (shear / 2 + sqrt(1 + shear ** 2 / 4) - 1)) < 1e-9
assert single_strain > 0.3 and mirror_strain < 1e-6 < true_strain

# ---- test: equal side lengths do not mean zero strain ----
old, new = radians(60), radians(62)
rhombus = [np.array([[1, 0], [cos(t), sin(t)]]) for t in (old, new)]
sigma = np.linalg.svd(np.linalg.inv(rhombus[0]) @ rhombus[1], compute_uv=False)
diagonal = [sin(new / 2) / sin(old / 2), cos(new / 2) / cos(old / 2)]
assert np.allclose(sigma, diagonal, atol=1e-12)

# ---- test: energy gives Y and nu back when the side is free ----
Y, nu = 120.0, 0.25                     # N/m and 1, rough typical
free = minimize_scalar(lambda x: 1e4 * elastic_energy(0.01, x, Y, nu),
                       bounds=(-0.02, 0.02), method="bounded", options={"xatol": 1e-10})
assert abs(free.x + nu * 0.01) < 1e-7
assert abs(free.fun / 1e4 - Y * 0.01 ** 2 / 2) < 1e-9

# ---- worked example ----
tol, area_cap = 0.03, 3.0               # strain limit, nm^2
to_eV_nm2 = 1e-18 / charge              # J/m^2 -> eV/nm^2
gap_slope = 5.0                         # eV per unit e1+e2, rough
registry = 0.05                         # eV/nm^2, rough upper registry gain


def brief(front):
    return ", ".join(f"{m.n_f}/{m.n_s}:{100 * worst(m):.2f}%" for m in front)


print(f"map-by-map checks against direct search: {checked}")
print(f"constructed pair, true least strain: {100 * true_strain:.3f} %")
print(f"  single oriented bases: {100 * single_strain:.1f} %")
print(f"  unoriented bases (mirror): {100 * mirror_strain:.3f} %")
print(f"rhombus 60->62 deg, strains: {100 * (sigma[1] - 1):.2f}, {100 * (sigma[0] - 1):.2f} %")
print(f"lattice constants film, hex, square: {a_film}, {a_hex_oxide}, {a_square_oxide} nm")
print(f"strain limit {100 * tol:.1f} %, area cap {area_cap} nm^2")
print(f"2D modulus {Y} N/m, Poisson ratio {nu}, gap slope {gap_slope} eV")
print(f"film primitive area: {np.linalg.det(film):.5f} nm^2")
fronts = {}
for name, (oxide, period) in oxides.items():
    cell_area = np.linalg.det(oxide)
    matches = search(film, oxide, tol, floor(area_cap / cell_area))
    primitive = [m for m in matches if is_primitive(m)]
    classes = {(m.n_f, m.n_s, round(m.e1, 5) + 0.0, round(m.e2, 5) + 0.0,
                round(folded_twist(m.G, period), 2)) for m in primitive}
    pairs = {m.pair for m in matches}
    kept = {m.pair for m in matches if m.plain}
    front = fronts[name] = ranked_front(primitive)
    if name == "hexagonal oxide":
        for n_f, n_s in ((7, 3), (9, 4)):
            least = min(worst(m) for m in primitive if (m.n_f, m.n_s) == (n_f, n_s))
            side = sqrt(n_s) * a_hex_oxide / (sqrt(n_f) * a_film)
            assert abs(least - abs(side - 1)) < 1e-6
    print(f"[{name}] primitive area {cell_area:.5f} nm^2")
    print(f" maps {len(matches)}, primitive {len(primitive)}, distinct {len(classes)}")
    print(f" matched superlattice pairs {len(pairs)}, lost by single bases {len(pairs - kept)}")
    print(f" front from single bases: {brief(ranked_front([m for m in primitive if m.plain]))}")
    print(" n_f n_s area/nm^2 e1/% e2/% twist/deg E/(eV/nm^2) gap shift/meV")
    for m in front:
        energy = elastic_energy(m.e1, m.e2, Y, nu) * to_eV_nm2
        print(f" {m.n_f} {m.n_s} {m.n_s * cell_area:.4f} {100 * m.e1:.3f} {100 * m.e2:.3f}"
              f" {folded_twist(m.G, period):.2f} {energy:.4f}"
              f" {-1000 * gap_slope * (m.e1 + m.e2):.0f}")
        print(f"   N_film {m.film_cell.tolist()} N_oxide {m.oxide_cell.tolist()}")

# ---- size of neglected effects ----
expansion_difference, cooling = 3e-6, 700.0     # 1/K and K, rough
thermal = expansion_difference * cooling
print(f"thermal mismatch {expansion_difference:.0e}/K x {cooling:.0f} K: {100 * thermal:.2f} %")
print(f"0.001 nm error in film constant: {100 * 0.001 / a_film:.2f} %")
for name, (oxide, period) in oxides.items():
    for sign in (-1, 1):
        shifted = search(film * (1 + sign * thermal), oxide, tol,
                         floor(area_cap / np.linalg.det(oxide)))
        print(f" {name}, film {100 * sign * thermal:+.2f} %: {brief(ranked_front(shifted))}")
rebuilt = a_square_oxide * np.diag([2.0, 1.0])
rebuilt_front = ranked_front(search(film, rebuilt, tol, floor(area_cap / np.linalg.det(rebuilt))))
print(f"2x1 square oxide (n_s in 2x1 cells): {brief(rebuilt_front)}")
break_even = sqrt(registry / to_eV_nm2 * (1 - nu) / Y)
assert abs(elastic_energy(break_even, break_even, Y, nu) * to_eV_nm2 - registry) < 1e-12
print(f"registry energy {registry} eV/nm^2, break-even biaxial strain {100 * break_even:.2f} %")
for name, front in fronts.items():
    print(f"half-lattice slip length, best cell on {name}: {a_film / (2 * worst(front[-1])):.0f} nm")
print("success")
```

Printed output:

```
map-by-map checks against direct search: 26
constructed pair, true least strain: 0.837 %
  single oriented bases: 48.8 %
  unoriented bases (mirror): 0.000 %
rhombus 60->62 deg, strains: -1.02, 3.01 %
lattice constants film, hex, square: 0.316, 0.476, 0.39 nm
strain limit 3.0 %, area cap 3.0 nm^2
2D modulus 120.0 N/m, Poisson ratio 0.25, gap slope 5.0 eV
film primitive area: 0.08648 nm^2
[hexagonal oxide] primitive area 0.19622 nm^2
 maps 432, primitive 114, distinct 8
 matched superlattice pairs 180, lost by single bases 9
 front from single bases: 7/3:1.39%, 9/4:0.42%, 16/7:0.37%
 n_f n_s area/nm^2 e1/% e2/% twist/deg E/(eV/nm^2) gap shift/meV
 7 3 0.5887 -1.388 -1.388 10.89 0.1923 139
   N_film [[-2, -1], [1, -3]] N_oxide [[-2, 1], [-1, -1]]
 9 4 0.7849 0.422 0.422 0.00 0.0178 -42
   N_film [[3, 0], [0, 3]] N_oxide [[-2, 0], [0, -2]]
 16 7 1.3735 -0.366 -0.366 19.11 0.0134 37
   N_film [[4, 0], [0, 4]] N_oxide [[-3, 1], [-1, -2]]
[square oxide] primitive area 0.15210 nm^2
 maps 312, primitive 276, distinct 15
 matched superlattice pairs 150, lost by single bases 0
 front from single bases: 14/8:0.77%
 n_f n_s area/nm^2 e1/% e2/% twist/deg E/(eV/nm^2) gap shift/meV
 14 8 1.2168 -0.263 0.770 15.00 0.0224 -25
   N_film [[-2, 1], [0, -7]] N_oxide [[-1, -1], [4, -4]]
thermal mismatch 3e-06/K x 700 K: 0.21 %
0.001 nm error in film constant: 0.32 %
 hexagonal oxide, film -0.21 %: 7/3:1.18%, 9/4:0.63%, 16/7:0.16%
 hexagonal oxide, film +0.21 %: 7/3:1.59%, 9/4:0.21%
 square oxide, film -0.21 %: 9/5:2.83%, 14/8:0.98%
 square oxide, film +0.21 %: 14/8:0.56%
2x1 square oxide (n_s in 2x1 cells): 21/6:2.74%, 28/8:0.77%
registry energy 0.05 eV/nm^2, break-even biaxial strain 0.71 %
half-lattice slip length, best cell on hexagonal oxide: 43 nm
half-lattice slip length, best cell on square oxide: 21 nm
success
```
